# Why the point-defect model gives a potential-independent steady passive current

**Q.** I hold a passive metal at a series of anodic potentials and wait at each one. The film thickens with potential, but the final current hardly changes. Charge transfer normally speeds up exponentially with potential. What does the point-defect model say is happening?

**A.** We first need to know which interface reactions feel the potential. Let the barrier oxide be $\mathrm{MO}_{\chi/2}$, with cation valence $\chi$, and let the metal enter solution with valence $\Gamma$. The model has three reactions at the metal/film interface:

1. $\mathrm{m}+V_M\to M_M+\chi e^-$
2. $\mathrm{m}\to M_i+\chi e^-$
3. $\mathrm{m}\to M_M+\tfrac{\chi}{2}V_O+\chi e^-$

and four at the film/solution interface:

4. $M_M\to M^{\Gamma+}+V_M+(\Gamma-\chi)e^-$
5. $M_i\to M^{\Gamma+}+(\Gamma-\chi)e^-$
6. $V_O+\mathrm{H_2O}\to O_O+2\mathrm{H}^+$
7. $\mathrm{MO}_{\chi/2}+\chi\mathrm{H}^+\to M^{\Gamma+}+\tfrac{\chi}{2}\mathrm{H_2O}+(\Gamma-\chi)e^-$

Here m is a metal atom, $M_M$ and $O_O$ are ions on their normal sites, $V_M$ is a cation vacancy (effective charge $-\chi$), $M_i$ a metal interstitial ($+\chi$) and $V_O$ an oxygen vacancy ($+2$). A negative $\Gamma-\chi$ means that electrons are consumed.

Reactions 1, 2, 4, 5 and 6 leave the number of cation lattice sites unchanged. Reaction 3 adds a formula unit of film and reaction 7 removes one.

**Q.** How do you turn that list into a measured current?

**A.** Let $r_j$ be the rate of reaction $j$ in mol/(cm² s). The defect populations and the thickness $L$ obey

$$\dot n_{V_M}=r_4-r_1,\qquad \dot n_{M_i}=r_2-r_5,$$

$$\dot n_{V_O}=\tfrac{\chi}{2}r_3-r_6,\qquad \dot L=\Omega(r_3-r_7),$$

where $\Omega$ is the oxide volume per mole of cations. In the steady state all four vanish, so

$$r_1=r_4,\quad r_5=r_2,\quad r_6=\tfrac{\chi}{2}r_3,\quad r_3=r_7.$$

The current density is $F$ times the electrons released by all reactions:

$$\frac{I}{F}=\chi(r_1+r_2+r_3)+(\Gamma-\chi)(r_4+r_5+r_7).$$

Replacing $r_1$ by $r_4$, $r_3$ by $r_7$ and $r_5$ by $r_2$ makes the two brackets equal:

$$I=F[\chi+(\Gamma-\chi)](r_2+r_4+r_7)=\Gamma F(r_2+r_4+r_7).$$

Each metal atom lost to solution contributes $\Gamma$ electrons. The three terms are the interstitial, cation-vacancy and oxygen-vacancy routes. The last equals the film dissolution rate, because every unit dissolved must be replaced through reaction 3.

**Q.** Where does the applied potential enter?

**A.** It is divided among the two interfaces and the film:

$$V=\phi_{mf}+\phi_{film}+\phi_{fs},\qquad \phi_{fs}=\alpha V+B.$$

Each drop is counted positive when it drives positive charge from metal towards solution. $V$ is measured against a fixed reference electrode, whose constant offset is absorbed in the rate constants. The coefficient $\alpha$ is constant, and $B$ is constant at fixed pH.

A rate depends on the drop at its own interface through the charge $z_j$ that crosses there:

$$k_j=k_j^0\exp(\alpha_jz_j\gamma\phi),\qquad \gamma=F/RT,$$

with $\alpha_j$ a constant transfer coefficient.

At the inner interface $z=\chi$ for all three reactions. Reaction 1 removes a film charge $-\chi$, reaction 2 creates $+\chi$, and reaction 3 creates $(\chi/2)\times2=\chi$.

At the outer interface, reaction 4 gives the solution a charge $\Gamma$. Reaction 7 gives it $\Gamma$ but takes away $\chi$ protons, so its net charge is $\Gamma-\chi$.

I also take the reactions as irreversible. This leaves out reverse reactions, whose rates would need further parameters.

**Q.** Injection of oxygen vacancies and interstitials still depends exponentially on $\phi_{mf}$. Why doesn't raising $V$ raise it?

**A.** At first it does. The extra injection through reaction 3 thickens the film, the thicker film takes more of the potential, and $\phi_{mf}$ falls back. Growth stops outrunning dissolution when

$$k_3^0\exp(\alpha_3\chi\gamma\phi_{mf})=D,$$

where $D=r_7$ is the dissolution rate. Taking logarithms gives the steady inner potential:

$$\phi_{mf}^*=\frac{1}{\alpha_3\chi\gamma}\ln\frac{D}{k_3^0}.$$

If $D$ does not depend on $V$, neither does $\phi_{mf}^*$. The oxygen-vacancy route is then constant at $D$. The interstitial route is driven by the same inner potential:

$$r_2=k_2^0\exp(\alpha_2\chi\gamma\phi_{mf}^*)=k_2^0\left(\frac{D}{k_3^0}\right)^{\alpha_2/\alpha_3}.$$

The last step inserts $\phi_{mf}^*$, which cancels $\chi\gamma$ and leaves the ratio $\alpha_2/\alpha_3$ as a power.

The two routes are flat for different reasons. The oxygen route is fixed by mass balance: a film of steady thickness must grow as fast as it dissolves. The interstitial route builds no film, so that balance does not fix it directly. It is constant because growth has pinned the potential that drives it.

**Q.** And the valence? So far you have simply assumed that $D$ is constant.

**A.** The valence enters through the charge moved by dissolution. At fixed pH,

$$D=D^0\exp[\alpha_7(\Gamma-\chi)\gamma\phi_{fs}].$$

With $\phi_{fs}=\alpha V+B$, the slopes of the two routes are

$$\frac{d\ln D}{dV}=\alpha_7\alpha(\Gamma-\chi)\gamma,$$

$$\frac{d\ln r_2}{dV}=\frac{\alpha_2}{\alpha_3}\,\alpha_7\alpha(\Gamma-\chi)\gamma.$$

Both vanish when $\Gamma=\chi$. If cation vacancies are also negligible, the steady current is

$$I=\chi F\left[D+k_2^0\left(\frac{D}{k_3^0}\right)^{\alpha_2/\alpha_3}\right],$$

which contains no $V$. Neither route has to dominate the other; it is the cation-vacancy route that must be small.

The opposite cases show the role of valence. Take $\chi=3$, $\alpha=0.30$, $\alpha_7=0.10$ and $\gamma=38.92$ V⁻¹. For oxidative dissolution to $\Gamma=6$, the oxygen-route slope is $0.10\times0.30\times3\times38.92=3.50$ V⁻¹. With $\alpha_2/\alpha_3=1.2$, the interstitial slope is 4.20 V⁻¹. For reductive dissolution to $\Gamma=2$, the slopes are $-1.17$ and $-1.40$ V⁻¹: the steady current falls as the potential rises.

**Q.** Why must cation vacancies be excluded? They also carry metal through the film.

**A.** They are created at the other interface. Reaction 4 moves a charge $\Gamma$ under $\phi_{fs}$, which continues to rise with $V$. In the steady state reaction 1 must consume vacancies as fast as reaction 4 makes them, so

$$r_1=r_4=k_4^0\exp[\alpha_4\Gamma\gamma(\alpha V+B)],\qquad \frac{d\ln r_4}{dV}=\alpha_4\alpha\Gamma\gamma.$$

Film growth pins the inner potential, but nothing in this model pins the outer one. Equal valence does not remove this slope, because a whole cation still crosses the interface. The slope would vanish for $\alpha=0$, when the outer potential itself ignores $V$.

**Q.** Can you put numbers on a film like the one on tungsten in acid?

**A.** Take $\chi=\Gamma=6$, 298.15 K, a constant field $\varepsilon=3.50$ MV/cm $=0.35$ V/nm, $\alpha=0.30$ and $B=-0.10$ V. Let $\alpha_2=0.12$, $\alpha_3=0.10$, $D=1.00\times10^{-13}$, $k_3^0=1.00\times10^{-15}$ and $k_2^0=2.00\times10^{-15}$ mol/(cm² s). The inner potential is

$$\phi_{mf}^*=\frac{\ln100}{0.10\times6\times38.92}=0.197\ \mathrm V.$$

The interstitial rate is

$$r_2=2.00\times10^{-15}\times100^{1.2}=5.02\times10^{-13}\ \mathrm{mol/(cm^2\,s)}.$$

Hence

$$I=6F(1.00+5.02)\times10^{-13}=3.49\times10^{-7}\ \mathrm{A/cm^2},$$

or 0.349 µA/cm², with 83% carried by interstitials.

For constant field $\phi_{film}=\varepsilon L$, so the potential balance gives

$$L=\frac{(1-\alpha)V-B-\phi_{mf}^*}{\varepsilon}.$$

At 2 V this is $(1.40+0.10-0.197)/0.35=3.72$ nm. The slope is $0.70/0.35=2.0$ nm/V, which gives 9.72 nm at 5 V. Between these potentials the film drop rises from 1.303 to 3.403 V and the outer drop from 0.50 to 1.40 V. These increases, 2.10 and 0.90 V, account for the whole 3 V; the inner drop takes none of it. The rising outer drop is an assumption with a cost. At constant field the displacement in the film is fixed (12.4 µC/cm² for $\epsilon_r=40$). A rise of 0.90 V across a double layer of 20 µF/cm² therefore needs about 18 µC/cm² of extra charge at the film surface, which the model does not describe.

I tested this by integrating the reaction network in time at 2, 3, 4 and 5 V, with the cation-vacancy route switched off, and counting the electrons released. The current was 0.3487 µA/cm² at each potential, and the inner potential stayed at 0.1972 V.

For an oxygen-vacancy film, reduce $k_2^0$ a hundredfold and hold the rest fixed. The current falls to 0.061 µA/cm², 95% of it carried by oxygen vacancies, and it is just as flat. The formula requires a film, $L>0$, which here means $V>0.139$ V.

**Q.** If potential doesn't set the current, what does?

**A.** The dissolution rate does, together with the injection constants. Doubling $D$ at fixed $V$, $B$ and injection constants doubles the oxygen route and multiplies the interstitial route by $2^{1.2}=2.30$. For the interstitial-dominated film the total rises by a factor of 2.25. Faster dissolution thins the film until a larger $\phi_{mf}$ restores the balance, and that larger potential also injects more interstitials.

**Q.** Suppose the field is not constant. Does the plateau tilt?

**A.** Not through the field alone. The balance $r_3=D$ fixes $\phi_{mf}$ whatever relation connects film drop to thickness, provided that the film settles at a steady thickness and injection depends on $\phi_{mf}$ alone. To settle, the film must take up more potential as it thickens. The linear thickness law needs more. It holds if the film drop rises linearly with thickness, with coefficients that do not depend on potential.

Space charge breaks this condition. Let doubly charged vacancies of uniform density $c$ sit in the film, and fix the field at its metal end at $\varepsilon$. Gauss's law makes the field grow outwards as $\varepsilon+2ecx/(\epsilon_0\epsilon_r)$. Integrating from $x=0$ to $L$ gives

$$\phi_{film}=\varepsilon L+\frac{ec}{\epsilon_0\epsilon_r}L^2.$$

With $c=10^{19}$ cm⁻³ and $\epsilon_r=40$, the 5 V film is 8.74 nm thick instead of 9.72 nm, a reduction of 10%. At ten times this density the formula gives only 5.6 nm, with a field of 8.6 MV/cm at the outer end. A real oxide may break down or compensate the charge before that. With the inner field fixed and the charge uncompensated, the linear thickness law holds only while the space charge is weak. In the integrated reaction network the steady current stayed at 0.349 µA/cm² at both 2 and 5 V.

**Q.** Then does equal valence guarantee a flat current in a real film with these carriers?

**A.** No. The model assumes that the rate of reaction 7 responds only to its net charge. Real dissolution may proceed in steps. If the slow step moves a cation and the compensating charge moves later, the rate can depend on $\phi_{fs}$ even though the overall reaction is neutral.

Represent this by a residual charge $\lambda e$ in the dissolution step. Then $d\ln D/dV=\alpha_7\alpha\lambda\gamma$. The total current responds to $\ln D$ with the share-weighted factor

$$w=\frac{D+(\alpha_2/\alpha_3)r_2}{D+r_2}=\frac{1.00+1.2\times5.02}{6.02}=1.17.$$

Treating $w$ as constant for a small change, a 10% rise over 3 V requires

$$\lambda\simeq\frac{\ln1.10}{3w\alpha_7\alpha\gamma}=\frac{0.0953}{3\times1.17\times0.10\times0.30\times38.92}=0.023.$$

The full calculation gives 0.0233. Thus about 2% of an elementary charge is enough to produce a visible tilt with these coefficients.

A small vacancy contribution can matter more. With $\alpha_4=0.10$ its slope is $0.10\times0.30\times6\times38.92=7.01$ V⁻¹. If it is 1% of the other two routes together at 2 V, it equals them at

$$V=2+\frac{\ln100}{7.01}=2.66\ \mathrm V,$$

where the total current is twice what those two routes give alone. Flatness at one potential therefore does not ensure flatness over a wide range.

**Q.** How long must I wait before calling a current steady?

**A.** Define $x=b_3(L-L_{ss})$, where $L_{ss}$ is the steady thickness and $b_3=\alpha_3\chi\gamma\varepsilon=8.17$ nm⁻¹. At constant field and fixed $V$, extra thickness lowers $\phi_{mf}$ by $\varepsilon(L-L_{ss})$, so $r_3=De^{-x}$. The thickness equation becomes

$$\dot x=b_3\Omega D(e^{-x}-1)=\frac{e^{-x}-1}{\tau},\qquad \tau=\frac{1}{b_3\Omega D}.$$

Multiplying by $e^x$ gives $d(e^x)/dt=(1-e^x)/\tau$. This is linear in $e^x-1$, so

$$e^{x(t)}-1=(e^{x_0}-1)e^{-t/\tau}.$$

For $\Omega=32$ cm³/mol, $\Omega D=3.2\times10^{-5}$ nm/s and $\tau=1.06$ h.

Raise the potential from 3.0 to 3.1 V. Assume that the film field stays at $\varepsilon$ during the step. Before the film can grow, $\phi_{mf}$ then rises by $0.70\times0.1=0.07$ V. The oxygen route grows by $e^{1.635}=5.13$ and the interstitial route by $e^{1.962}=7.11$. Weighted by their shares, the current jumps by a factor of 6.78. This is the exponential response you expected; it disappears as the film thickens. If the film instead responds to a fast step like a dielectric, it takes up part of the step itself and the first jump is smaller. At constant field, reaching $|x|=0.01$ takes 4.67 h. A dielectric response also weakens the feedback. If film and inner interface always share the voltage like capacitors in series, with $\phi_{mf}$ proportional to the film field and the same steady state, the jump is only a factor of 1.19, and bringing $r_3$ within 1% of $D$ takes about 31 h.

A downward step from 4 to 3 V leaves the film 2 nm too thick. Injection nearly stops, and the excess must dissolve at about $\Omega D$. Reaching $x=0.01$ takes 22.2 h. One hour after the step the model current is only $4\times10^{-8}$ of its steady value. I would not trust that tiny value in a real cell, since reverse reactions and other small currents are left out, but the slow thinning is a useful warning.

**Q.** Could I avoid the wait by sweeping the potential slowly?

**A.** A sweep can give a plateau that is not the steady current. Let $V$ rise at a constant rate $s$. If the current has settled to a plateau, $\phi_{mf}$ is constant, and differentiating the potential balance gives $\dot L=(1-\alpha)s/\varepsilon$. The growth equation then requires

$$r_3=D+\frac{(1-\alpha)s}{\Omega\varepsilon}.$$

At $s=1$ mV/s the film grows at $2.0\times10^{-3}$ nm/s, about 60 times $\Omega D$. The inner potential is pinned again, but by the sweep rate rather than by dissolution. To identify a steady current, hold the potential, or show that the plateau no longer depends on sweep rate. Here the second way saves no time: bringing $r_3$ within 5% of $D$ requires $s=0.8$ µV/s, about two weeks per volt.

**Q.** How close is your example to real tungsten, and what else could spoil the comparison?

**A.** The field, a growth of about 2 nm/V and a current below 1 µA/cm² are in the rough regime of passive tungsten in acid. The rate constants and transfer coefficients are round choices, as is the split between carriers. $M^{6+}$ denotes the dissolved valence, not a bare ion in water, and moving six charges in one step is a formal simplification. The assumption I would question first is potential-independent dissolution: the residual charge found above moves the current by 10% between 2 and 5 V.

Electronic current is a separate matter. For a rough estimate, let electrons tunnel from the solution side through a barrier that falls towards the metal, with free-electron mass and a metal-like electron supply. Keeping this current at 1% of the ionic current requires a barrier of roughly 1.5 to 1.7 eV between 2 and 5 V. With a 3 eV barrier the same estimate is more than a billion times smaller than the ionic current at both potentials, but this margin is fragile on the thin film. At 2 V an effective mass of $0.5m_e$ raises the current to about $10^{-3}$ of the ionic current, and $0.3m_e$ raises it above the ionic current; with $0.5m_e$ the barrier needed for 1% becomes about 2.7 eV at 2 V and 1.9 eV at 5 V. Also, 3 eV is roughly the oxide gap, and near the valence-band edge the wavefunction decays more slowly than this one-band estimate assumes. Electronic current through a real film of about 4 nm is therefore not ruled out. A redox couple with a lower barrier could add a visible current, and oxygen evolution must be measured separately.

Across a cell resistance of 10 Ω cm² the ohmic drop is only 3.5 µV. The electrostatic stress $\tfrac12\epsilon_0\epsilon_r\varepsilon^2$ is about 22 MPa. This is the Maxwell term alone; with $\epsilon_r=40$, simple estimates of electrostriction give 0.3 to 0.8 GPa. Whether the stress damages the film depends on flaws and adhesion, which the model does not describe. Local breakdown is also outside it.

**Q.** What experiment would test the explanation, rather than just the flat line?

**A.** Measure the steady thickness and the steady rate of metal dissolution along with the current, at fixed pH and temperature. The model requires a thickness that rises with potential, a dissolution rate that does not, and $\chi$ electrons per dissolved atom. Start counting charge and dissolved metal only after the current has settled, because extra charge flows and extra metal can dissolve while the film grows. Then step the potential upwards: the current should jump before the film thickens and return to its old value afterwards. A constant current without that transient would not show the feedback on which this explanation rests. The transient supports feedback through film thickness, but it does not prove that the inner potential drives injection. If the film field drove it instead, growth would pin that field, and the current could be just as flat, again with a jump and a decay. Repeating the same small step on films of different thickness can help to separate the two. If the inner interface takes up the step and drives injection, as in the example above, the jump factor does not depend on the starting thickness. If the film takes up the step and its field drives injection, the jump is smaller on a thicker film, because the same voltage changes the field less. A smaller jump on a thicker film does not by itself prove that the field drives injection, however. A film that responds like a dielectric takes a larger part of the step when it is thicker, which also reduces a jump driven by the inner potential. The numerical output below lists the values for the example.

## Computed values

```
Rough passive-tungsten regime, chi = out = 6
Temperature 298.15 K; F/RT 38.922 1/V
Field 3.50 MV/cm; alpha 0.30; B -0.10 V
Transfer coefficients a2 0.12, a3 0.10
Transfer coefficients a4 0.10, a7 0.10
Molar volume 32.0 cm3/mol
k3 at zero potential 1.00e-15 mol/(cm2 s)
k2, interstitial film 2.00e-15 mol/(cm2 s)
k2, oxygen film 2.00e-17 mol/(cm2 s)
Dissolution rate D 1.00e-13 mol/(cm2 s)
Pinned metal/film potential 0.1972 V
Interstitial rate 5.024e-13 mol/(cm2 s)
Simulated: V(V) L(nm) phi_mf(V) film drop(V) phi_fs(V) I(uA/cm2)
  2.0 3.722 0.1972 1.3028 0.500 0.3487
  3.0 5.722 0.1972 2.0028 0.800 0.3487
  4.0 7.722 0.1972 2.7028 1.100 0.3487
  5.0 9.722 0.1972 3.4028 1.400 0.3487
Thickness slope 2.000 nm/V
Lowest potential with a film 0.139 V
Interstitial film: current 0.3487 uA/cm2
  interstitial share 83.4 %
Oxygen film: current 0.0608 uA/cm2
  oxygen-vacancy share 95.2 %
Largest simulated current spread, 2-5 V: 3.0e-14
Current factor when D doubles: 2.248
Valence 3 to 6: ln-rate slopes, oxygen 3.503, interstitial 4.204 1/V
Valence 3 to 2: ln-rate slopes, oxygen -1.168, interstitial -1.401 1/V
Cation-vacancy ln-rate slope 7.006 1/V
1 % vacancy route at 2 V equals the others at 2.657 V
Frozen film, 3.0 to 3.1 V: current factor 6.782
b3 8.174 1/nm; relaxation time 1.062 h
Settling to b3*|L-Lss| = 0.01, 3.0 to 3.1 V: 4.67 h
Same settling, 4.0 to 3.0 V: 22.25 h
One hour after 4 to 3 V step: I/I_ss 4.2e-08
Residual charge for 10 % rise, 2-5 V: 0.0233 e
Space charge: 1e+19 1/cm3, permittivity 40
  thickness at 2 V 3.559 nm, 5 V 8.736 nm
  thickness change at 5 V -10.1 %
Barrier for 1 % tunnelling: 2 V 1.57 eV, 5 V 1.50 eV
Tunnelling with 3 eV barrier: 2 V 3e-13, 5 V 6e-32 uA/cm2
Ohmic drop at 10 ohm cm2: 3.49 uV
Electrostatic stress 21.7 MPa
```
